\section*{Static Screening of a Charge in a Degenerate Electron Gas, part 1}

(Sections cited here and not found follow in the second part.)

\section{The response of the electron gas}

A charged impurity in a conductor scatters the conduction electrons, and the same electrons weaken its field by gathering around it or moving away from it. How far the field reaches is one of the things that affect how strongly the impurity scatters. This problem finds that range for a simple model and asks which property of the electrons sets it.

The model is a uniform three-dimensional gas of electrons with charge $-e$, mass $m$ and two spin states, in a medium of dielectric constant $\kappa$. A rigid uniform positive charge neutralizes the gas on average. The states are plane waves. Disorder, localized states and surfaces are left out. The gas is degenerate: $k_BT\ll E_F$, where $E_F$ is the Fermi energy. Gaussian units are used. The potential energy of an electron is called $U$; in an electrostatic potential $\phi$ it is $U=-e\phi$.

\subsection*{(a) Counting the states}

Find the electron density $n$ in terms of the Fermi wavevector $k_F$ at zero temperature. Then find $g(E)$, the number of states per unit volume and unit energy with both spins counted.

\paragraph{Solution.} Put the gas in a cube of side $L$ with periodic boundary conditions. Each component of $\mathbf k$ is then an integer times $2\pi/L$, so one plane wave occupies the volume $(2\pi/L)^3$ in $\mathbf k$ space. At zero temperature the filled states form a sphere of radius $k_F$. With two electrons per plane wave,
\begin{equation}
n=\frac{2}{L^3}\,\frac{4\pi k_F^3/3}{(2\pi/L)^3}
=\frac{8\pi k_F^3}{3\cdot 8\pi^3}=\frac{k_F^3}{3\pi^2}.
\label{eq:density}
\end{equation}
Replacing the count of lattice points by a volume is accurate when the sphere holds many points. An explicit count for a sphere of radius $40.3$ lattice steps differs from the formula by $0.07\%$. The deviation fluctuates with the radius, reaching about $0.3\%$ for radii between 35 and 45 steps, and it shrinks as the sphere grows.

The same count applies to a sphere of any radius $k$. The number of states per volume between $k$ and $k+dk$ is the differential of $k^3/(3\pi^2)$, which is $k^2dk/\pi^2$. For any isotropic band in which $E$ rises with $k$,
\begin{equation}
g(E)=\frac{k^2}{\pi^2}\,\frac{1}{dE/dk}.
\label{eq:dosgeneral}
\end{equation}
For the parabolic band $E=\hbar^2k^2/(2m)$ the slope is $dE/dk=\hbar^2k/m$, so that
\begin{equation}
g(E_F)=\frac{m k_F}{\pi^2\hbar^2}=\frac{3n}{2E_F}.
\label{eq:dosparabolic}
\end{equation}
The last form follows from $3n/(2E_F)=(k_F^3/2\pi^2)(2m/\hbar^2k_F^2)$. It uses the parabolic band, whereas equation (\ref{eq:dosgeneral}) does not.

\subsection*{(b) The density produced by a weak static potential}

Let the electrons feel the weak static potential energy $U(\mathbf r)=U_0\cos(\mathbf q\cdot\mathbf r)$. Show that the change of density is $\delta n(\mathbf r)=\chi(q)\,U(\mathbf r)$ to first order in $U_0$, and find $\chi(q)$.

\paragraph{Solution.} The electrons are treated as independent particles, each with the Hamiltonian $H=H_0+U$, where $H_0$ has the plane waves $|\mathbf k\rangle$ as eigenstates with energies $E_{\mathbf k}$. In equilibrium the occupation of the eigenstates of $H$ is described by the operator $\rho=f(H)$, where $f(E)$ is the Fermi function. Write $\rho=f(H_0)+\rho_1$, with $\rho_1$ of first order in $U$.

A function of $H$ commutes with $H$, so $\rho H-H\rho=0$. The terms of first order are
\begin{equation}
\rho_1H_0-H_0\rho_1+f(H_0)U-Uf(H_0)=0 .
\end{equation}
Take the matrix element between $\langle\mathbf k'|$ and $|\mathbf k\rangle$, and write $f_{\mathbf k}=f(E_{\mathbf k})$:
\begin{equation}
\langle\mathbf k'|\rho_1|\mathbf k\rangle(E_{\mathbf k}-E_{\mathbf k'})
+(f_{\mathbf k'}-f_{\mathbf k})\langle\mathbf k'|U|\mathbf k\rangle=0 .
\end{equation}
Solving for the element of $\rho_1$ gives
\begin{equation}
\langle\mathbf k'|\rho_1|\mathbf k\rangle
=\frac{f_{\mathbf k}-f_{\mathbf k'}}{E_{\mathbf k}-E_{\mathbf k'}}\,
\langle\mathbf k'|U|\mathbf k\rangle .
\label{eq:rhoone}
\end{equation}
When the two energies coincide, the quotient is replaced by its limit $df/dE$. It stays finite at any nonzero temperature, and zero temperature is reached as a limit.

Because $H_0$ is unchanged by translations and $\rho_1$ is linear in $U$, $\rho_1$ carries the same wavevectors as $U$. Its nonzero elements therefore have $\mathbf k'=\mathbf k\pm\mathbf q$. Since $U=\tfrac12U_0(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r})$, each corresponding element of $U$ equals $U_0/2$. In particular $\rho_1$ has no diagonal elements. The number of electrons is thus unchanged to first order, and it makes no difference at this order whether the number or the chemical potential is held fixed.

The density is the diagonal element of $\rho$ in position space, times two for spin. With plane waves normalized in the volume $V=L^3$,
\begin{align}
\delta n(\mathbf r)&=\frac{2}{V}\sum_{\mathbf k,\mathbf k'}
e^{i(\mathbf k'-\mathbf k)\cdot\mathbf r}\langle\mathbf k'|\rho_1|\mathbf k\rangle\\
&=\frac{U_0}{V}\sum_{\mathbf k}\left[
e^{i\mathbf q\cdot\mathbf r}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k}-E_{\mathbf k+\mathbf q}}
+e^{-i\mathbf q\cdot\mathbf r}\frac{f_{\mathbf k}-f_{\mathbf k-\mathbf q}}{E_{\mathbf k}-E_{\mathbf k-\mathbf q}}\right].
\end{align}
In the second term rename $\mathbf k$ as $\mathbf k+\mathbf q$. Its quotient becomes $(f_{\mathbf k+\mathbf q}-f_{\mathbf k})/(E_{\mathbf k+\mathbf q}-E_{\mathbf k})$, which equals the first quotient because both signs have changed. The exponentials then add to $2\cos(\mathbf q\cdot\mathbf r)$. With $V^{-1}\sum_{\mathbf k}\to\int d^3k/(2\pi)^3$,
\begin{equation}
\delta n=\chi(q)U,\qquad
\chi(q)=2\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k}-E_{\mathbf k+\mathbf q}} .
\label{eq:chi}
\end{equation}

The Fermi function falls as the energy rises, so the quotient is never positive and $\chi(q)$ is negative: electrons leave the regions where their potential energy is high. At zero temperature a pair of states $\mathbf k$, $\mathbf k+\mathbf q$ contributes when one member is filled and the other empty. If both are filled, mixing them leaves the total density of the pair unchanged to this order.

\subsection*{(c) Slowly varying potentials}

Find the limit of $\chi(q)$ as $q\to0$ for a degenerate gas with any smooth isotropic band. Decide whether the general result contains $g(E_F)$ or $3n/(2E_F)$, which are equal for a parabolic band.

\paragraph{Solution.} As $q\to0$ the two energies in equation (\ref{eq:chi}) approach each other and the quotient becomes the derivative $df/dE$ at $E_{\mathbf k}$. The sum over states, spin included, can then be written as an integral over energy:
\begin{equation}
\chi(0)=2\int\!\frac{d^3k}{(2\pi)^3}\frac{df}{dE}
=-\int g(E)\left(-\frac{df}{dE}\right)dE .
\label{eq:chizero}
\end{equation}
The function $-df/dE$ is a peak of unit area centred on the chemical potential, with a width of a few $k_BT$. When $k_BT\ll E_F$ the density of states hardly changes across the peak, and the chemical potential is close to $E_F$. Hence
\begin{equation}
\chi(0)\to-g(E_F).
\label{eq:chilimit}
\end{equation}

For a nonparabolic band this derivation assumes that the states can still be treated as plane waves when the matrix elements of $U$ are formed. In a crystal this means that the lattice-periodic parts of the two Bloch functions have unit overlap, which holds as $q\to0$ within one smooth band.

The result also has a local reading. If $U$ varies slowly, each small region is a uniform gas whose band is raised by $U$, while the chemical potential $\mu$ is common to all regions. The local density is then $n(\mu-U)$, and its first-order change is $-(dn/d\mu)U$. At low temperature, raising $\mu$ by $d\mu$ adds $g(E_F)d\mu$ electrons per volume. Electrons deep below the Fermi energy do not take part, because the states close to them in energy are already full.

A nonparabolic band separates the two candidates. Take $\hbar=m=k_F=1$ and $E(1+E)=k^2/2$. Solving the quadratic at $k=1$ gives $E_F=(\sqrt3-1)/2$. Differentiating the band relation gives $(1+2E)\,dE=k\,dk$, so $dE/dk=1/\sqrt3$ at the Fermi energy. Equation (\ref{eq:dosgeneral}) yields
\begin{equation}
g(E_F)=\frac{\sqrt3}{\pi^2}=0.1755,\qquad
\frac{3n}{2E_F}=\frac{1}{\pi^2(\sqrt3-1)}=0.1384 .
\end{equation}
Numerical integration of equation (\ref{eq:chi}) for this band, at the small wavevector $q=0.05$ and a low temperature, gives $-\chi=0.1755$. The response follows the density of states at the Fermi energy. Two bands with the same $n$ and the same $E_F$ can respond differently if their slopes at $E_F$ differ.

\subsection*{(d) Shorter wavelengths}

For the parabolic band at zero temperature, write $\chi(q)=-g(E_F)F(x)$ with $x=q/(2k_F)$. Find $F(x)$ and its behaviour for small and large $x$.

\paragraph{Solution.} Split the quotient in equation (\ref{eq:chi}) into its two terms. In the term with $f_{\mathbf k+\mathbf q}$ replace $\mathbf k$ by $-\mathbf k-\mathbf q$. Since $E$ depends on the length of its wavevector alone, $E_{\mathbf k+\mathbf q}$ becomes $E_{\mathbf k}$ and $E_{\mathbf k}$ becomes $E_{\mathbf k+\mathbf q}$. The second term therefore equals the first, and
\begin{equation}
\chi(q)=4\,\mathrm P\!\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,
\frac{1}{E_{\mathbf k}-E_{\mathbf k+\mathbf q}} .
\end{equation}
The symbol P denotes a principal value. Each term alone diverges where the energies coincide, so a thin layer $|E_{\mathbf k}-E_{\mathbf k+\mathbf q}|<\delta$ is removed before the split and $\delta\to0$ is taken at the end. The replacement of $\mathbf k$ maps this layer onto itself.

Let $u$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Then $E_{\mathbf k+\mathbf q}-E_{\mathbf k}=(\hbar^2/2m)(q^2+2kqu)$ and $d^3k=2\pi k^2\,dk\,du$. The prefactor is $4\cdot2\pi/(8\pi^3)\cdot2m/\hbar^2=2m/(\pi^2\hbar^2)$, so
\begin{align}
\chi(q)&=-\frac{2m}{\pi^2\hbar^2}\int_0^{k_F}\!k^2dk\;
\mathrm P\!\int_{-1}^{1}\frac{du}{q^2+2kqu}\\
&=-\frac{2m}{\pi^2\hbar^2}\int_0^{k_F}\!k^2dk\,\frac{1}{2kq}
\ln\left|\frac{q^2+2kq}{q^2-2kq}\right|\\
&=-\frac{m}{\pi^2\hbar^2q}\int_0^{k_F}\!k\,
\ln\left|\frac{2k+q}{2k-q}\right|dk .
\end{align}
Integrate by parts, choosing $(4k^2-q^2)/8$ as the antiderivative of $k$. The derivative of the logarithm is
\begin{equation}
\frac{2}{2k+q}-\frac{2}{2k-q}=-\frac{4q}{4k^2-q^2},
\end{equation}
and its product with $(4k^2-q^2)/8$ is the constant $-q/2$. The boundary term vanishes at $k=0$, where the logarithm is zero. At $k=q/2$ the factor $4k^2-q^2$ removes the divergence of the logarithm. Therefore
\begin{equation}
\int_0^{k_F}\!k\ln\left|\frac{2k+q}{2k-q}\right|dk
=\frac{4k_F^2-q^2}{8}\ln\left|\frac{2k_F+q}{2k_F-q}\right|+\frac{qk_F}{2}.
\end{equation}
Take out the factor $qk_F$, which turns the prefactor into $-mk_F/(\pi^2\hbar^2)=-g(E_F)$. With $q=2k_Fx$ the coefficient of the logarithm is $4k_F^2(1-x^2)/(16k_F^2x)$, so
\begin{equation}
F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .
\label{eq:F}
\end{equation}

For small $x$ the logarithm is $2(x+x^3/3+\dots)$. The second term of $F$ is then $\frac12(1-x^2)(1+x^2/3+\dots)$, and
\begin{equation}
F(x)=1-\frac{x^2}{3}+O(x^4).
\label{eq:Fsmall}
\end{equation}
For large $x$ the logarithm is $2(1/x+1/(3x^3)+\dots)$. The second term is $\frac12(1-x^2)(1/x^2+1/(3x^4)+\dots)=-\frac12+1/(3x^2)+\dots$, so $F\to1/(3x^2)$. The gas cannot follow a potential that varies much faster than its shortest occupied wavelength. At $x=1$ the response is half its long-wave value.

Equation (\ref{eq:F}) can be tested without perturbation theory. The Hamiltonian with a weak cosine potential was diagonalized, its levels were filled, and the resulting density wave was divided by $-g(E_F)U_0$. For $q/k_F=0.3$, $1.2$ and $2.4$ this gives $0.9925$, $0.8697$ and $0.2802$, in agreement with equation (\ref{eq:F}) to these digits.

\section{The field of a screened charge}

The first half considered electrons of charge $-e$, mass $m$ and density $n=k_F^3/(3\pi^2)$ in a medium of dielectric constant $\kappa$. A weak static potential energy $U$ of wavevector $q$ changes their density by $\delta n=-g(E_F)F(x)U$, with $x=q/(2k_F)$. Here $g(E_F)$ is the density of states at the Fermi energy, equal to $mk_F/(\pi^2\hbar^2)$ for a parabolic band. The function $F$ is given by equation (\ref{eq:F}) and starts as $1-x^2/3$.

\subsection*{(e) The electrons' own field}

An external charge density $\rho_{\rm ext}$ is placed in the gas. Find the total potential $\phi(q)$, including the field of the displaced electrons.

\paragraph{Solution.} The uniform positive charge cancels the average charge of the electrons, so the sources of $\phi$ are $\rho_{\rm ext}$ and $-e\,\delta n$. Poisson's equation in the medium is $-\kappa\nabla^2\phi=4\pi(\rho_{\rm ext}-e\,\delta n)$. For a Fourier component, $-\nabla^2$ becomes $q^2$:
\begin{equation}
\kappa q^2\phi(q)=4\pi\left[\rho_{\rm ext}(q)-e\,\delta n(q)\right].
\label{eq:poisson}
\end{equation}
Each electron is assumed to respond to the total average potential, so $U=-e\phi$ with the same $\phi$ that stands in Poisson's equation. This is the self-consistent mean-field, or random-phase, approximation. It omits the exchange and correlation corrections to the force on an electron. The two minus signs combine to give
\begin{equation}
\delta n(q)=-g(E_F)F\,(-e\phi)=e\,g(E_F)F\,\phi(q).
\label{eq:induced}
\end{equation}
Electrons gather where $\phi$ is positive. Insert this in equation (\ref{eq:poisson}) and move the term with $\phi$ to the left:
\begin{equation}
\phi(q)=\frac{4\pi\rho_{\rm ext}(q)}{\kappa\,[q^2+s^2F(x)]},\qquad
s^2=\frac{4\pi e^2g(E_F)}{\kappa}.
\label{eq:phiq}
\end{equation}
Since $e^2$ is an energy times a length and $g$ is an inverse energy per volume, $s^2$ is an inverse length squared. Without the electrons the denominator would be $\kappa q^2$. They matter most for $q\lesssim s$ and leave the short-wave part of the field nearly unchanged.

The density response of the gas to a weak static potential has been found, and with it, in the mean-field approximation, the total potential $\phi(q)$ of an external charge. It remains to find the potential around a point charge and the length that governs its decay, to evaluate that length, and to examine the approximations and the effect of temperature.

Numbers in the example were calculated in double precision.
